# Choosing a spin-adapted tableau basis: theory and the terms of d³: a program that tests the result

```python
"""
Result under test: in a shell l^N the spin-adapted tableau states, written as
step vectors d (0 absent, 1 first column, 2 second column, 3 both columns), have
elementary generators E(k,k+1) = sum_s c+(k,s) c(k+1,s) whose elements depend
only on the two steps involved and on b, twice the spin of the earlier orbitals.
The sum L+ = hbar * sum_k sqrt(k(2l+1-k)) E(k,k+1) then yields the terms of d^3.
Orbital k = 1..2l+1 has m = l+1-k. Angular momenta are in units of hbar.
Python positions start at 0, so position p has m = l-p.
"""
from collections import Counter
from itertools import combinations, product
from math import comb, sqrt

import numpy as np
import scipy.sparse as sp
import sympy as sym
from scipy.constants import hbar
from scipy.linalg import null_space

ELECTRONS = (0, 1, 1, 2)
SPIN_CHANGE = (0, 1, -1, 0)
LETTERS = "SPDFGHIKLMNOQ"


def electrons(steps):
    return sum(ELECTRONS[d] for d in steps)


def twice_spin(steps):
    return sum(SPIN_CHANGE[d] for d in steps)


def tableaux(n_orb, n_el, two_s):
    """All allowed step vectors, found by filtering every possible one."""
    found = []
    for steps in product(range(4), repeat=n_orb):
        if electrons(steps) != n_el or twice_spin(steps) != two_s:
            continue
        if all(twice_spin(steps[:p]) >= 0 for p in range(n_orb)):
            found.append(steps)
    return sorted(found, reverse=True)


def elementary_raise(steps, p):
    """Tableau rule for moving one electron from position p+1 to p."""
    b = twice_spin(steps[:p])
    plus, minus = sqrt((b + 2) / (b + 1)), sqrt(b / (b + 1))
    rule = {(0, 1): [((1, 0), 1.0)], (0, 2): [((2, 0), 1.0)],
            (1, 3): [((3, 1), 1.0)], (2, 3): [((3, 2), 1.0)],
            (0, 3): [((1, 2), plus), ((2, 1), minus)],
            (1, 2): [((3, 0), plus)], (2, 1): [((3, 0), minus)]}
    moves = rule.get(steps[p:p + 2], [])
    return [(steps[:p] + new + steps[p + 2:], v) for new, v in moves if v > 0]


def angular_matrices(l, basis):
    """L+ and the diagonal of Lz in a tableau basis."""
    index = {steps: i for i, steps in enumerate(basis)}
    raising = np.zeros((len(basis), len(basis)))
    for steps, col in index.items():
        for p in range(2 * l):
            for new, value in elementary_raise(steps, p):
                raising[index[new], col] += sqrt((p + 1) * (2 * l - p)) * value
    lz = np.array([sum((l - p) * ELECTRONS[d] for p, d in enumerate(s))
                   for s in basis])
    return raising, lz


def terms_from_tableaux(l, n_el):
    n_orb, terms = 2 * l + 1, {}
    for two_s in range(n_el % 2, min(n_el, 2 * n_orb - n_el) + 1, 2):
        raising, lz = angular_matrices(l, tableaux(n_orb, n_el, two_s))
        commutator = raising @ raising.T - raising.T @ raising
        assert np.allclose(commutator, 2 * np.diag(lz), atol=1e-10)
        l_squared = raising.T @ raising + np.diag(lz * (lz + 1.0))
        values = np.linalg.eigvalsh(l_squared)
        big_l = np.rint((np.sqrt(1 + 4 * np.clip(values, 0, None)) - 1) / 2)
        assert np.allclose(values, big_l * (big_l + 1), atol=1e-9)
        for value, count in Counter(big_l.astype(int).tolist()).items():
            assert count % (2 * value + 1) == 0
            terms[two_s, value] = count // (2 * value + 1)
    return terms


def terms_from_microstates(l, n_el):
    """Independent count: list Slater determinants and subtract neighbours."""
    spin_orbitals = [(m, s) for m in range(-l, l + 1) for s in (1, -1)]
    count = Counter((sum(x[0] for x in c), sum(x[1] for x in c))
                    for c in combinations(spin_orbitals, n_el))
    terms = {}
    for big_l in range(l * n_el + 1):
        for two_s in range(n_el % 2, n_el + 1, 2):
            mult = (count[big_l, two_s] - count[big_l + 1, two_s]
                    - count[big_l, two_s + 2] + count[big_l + 1, two_s + 2])
            if mult:
                terms[two_s, big_l] = mult
    return terms


# One-electron ladder factors from derivatives of spherical harmonics, l = 2.
L_SHELL, N_ORB, N_EL = 2, 5, 3
theta, phi = sym.symbols("theta phi", real=True)
ladder = []
for p in range(2 * L_SHELL):
    m = L_SHELL - p - 1
    lower = sym.Ynm(L_SHELL, m, theta, phi).expand(func=True)
    upper = sym.Ynm(L_SHELL, m + 1, theta, phi).expand(func=True)
    raised = sym.exp(sym.I * phi) * (sym.diff(lower, theta)
                                     + sym.I * sym.cot(theta) * sym.diff(lower, phi))
    for point in ({theta: 0.7, phi: 0.4}, {theta: 1.1, phi: 2.3}):
        ratio = complex(sym.N(raised.subs(point))) / complex(sym.N(upper.subs(point)))
        assert abs(ratio - sqrt((p + 1) * (2 * L_SHELL - p))) < 1e-10
    ladder.append(ratio.real)

# Fermion creation operators on the 1024-dimensional Fock space of the d shell.
create = []
for mode in range(2 * N_ORB):
    op = sp.identity(1, format="csr")
    for site in range(2 * N_ORB):
        if site < mode:
            factor = sp.diags([1.0, -1.0])
        elif site == mode:
            factor = sp.csr_matrix([[0.0, 0.0], [1.0, 0.0]])
        else:
            factor = sp.identity(2)
        op = sp.kron(op, factor, format="csr")
    create.append(op)


def fock_generator(i, j):
    return sum(create[2 * i + s] @ create[2 * j + s].T for s in (0, 1))


# Couple the orbitals one after another with Clebsch-Gordan coefficients.
vacuum = np.zeros(4 ** N_ORB)
vacuum[0] = 1.0
level = {(): {0: vacuum}}
for p in range(N_ORB):
    up, down = create[2 * p], create[2 * p + 1]
    next_level = {}
    for steps, multiplet in level.items():
        b = twice_spin(steps)
        next_level[steps + (0,)] = multiplet
        next_level[steps + (3,)] = {t: up @ (down @ v) for t, v in multiplet.items()}
        for d in (1, 2):
            new_b = b + SPIN_CHANGE[d]
            if new_b < 0:
                continue
            states = {}
            for t in range(-new_b, new_b + 1, 2):
                high = sqrt((b + t + 1) / (2 * (b + 1)))
                low = sqrt((b - t + 1) / (2 * (b + 1)))
                c_up, c_down = (high, low) if d == 1 else (-low, high)
                states[t] = (c_up * (up @ multiplet.get(t - 1, 0 * vacuum))
                             + c_down * (down @ multiplet.get(t + 1, 0 * vacuum)))
            next_level[steps + (d,)] = states
    level = next_level

labels = [(steps, t) for steps, mult in level.items() for t in mult]
position = {label: i for i, label in enumerate(labels)}
coupled = np.column_stack([level[steps][t] for steps, t in labels])
assert coupled.shape == (4 ** N_ORB, 4 ** N_ORB)
assert np.allclose(coupled.T @ coupled, np.eye(len(labels)), atol=1e-12)

# The coupled states form standard spin multiplets.
spin_raise = sum(create[2 * p] @ create[2 * p + 1].T for p in range(N_ORB))
expected = np.zeros_like(coupled)
for (steps, t), col in position.items():
    b = twice_spin(steps)
    if t < b:
        expected[position[steps, t + 2], col] = sqrt((b - t) * (b + t + 2)) / 2
assert np.allclose(coupled.T @ (spin_raise @ coupled), expected, atol=1e-12)

# Number of tableaux for every electron number and spin of the shell.
tableau_count = Counter((electrons(s), twice_spin(s)) for s in level)
for (n_el, two_s), number in tableau_count.items():
    n_up, n_down = (n_el + two_s) // 2, (n_el - two_s) // 2
    formula = comb(N_ORB, n_up) * comb(N_ORB, n_down)
    if n_down > 0:
        formula -= comb(N_ORB, n_up + 1) * comb(N_ORB, n_down - 1)
    assert number == formula

# Generators from the fermion definition against the tableau rules.
eta = np.array([(-1.0) ** sum(electrons(s[:p]) for p in range(N_ORB) if s[p] >= 2)
                for s, t in labels])
d3_top = np.array([electrons(s) == N_EL and t == twice_spin(s) for s, t in labels])
worst, negative, nonzero = 0.0, 0, 0
for p in range(N_ORB - 1):
    raw = coupled.T @ (fock_generator(p, p + 1) @ coupled)
    by_rule = np.zeros_like(raw)
    for (steps, t), col in position.items():
        for new, value in elementary_raise(steps, p):
            by_rule[position[new, t], col] = value
    worst = max(worst, np.abs(eta[:, None] * raw * eta - by_rule).max())
    negative += int((raw[:, d3_top] < -1e-9).sum())
    nonzero += int((np.abs(raw[:, d3_top]) > 1e-9).sum())
assert worst < 1e-12
assert negative > 0

# Terms by tableaux against microstate counting, for d^3 and other shells.
for l, n_el in ((1, 2), (1, 3), (2, 2), (2, 3), (2, 4), (2, 5), (3, 3)):
    assert terms_from_tableaux(l, n_el) == terms_from_microstates(l, n_el)
d3_terms = terms_from_tableaux(L_SHELL, N_EL)
microstates = sum((s + 1) * (2 * x + 1) * c for (s, x), c in d3_terms.items())
assert microstates == comb(2 * N_ORB, N_EL)


def text(steps):
    return "".join(map(str, steps))


print("d^3 shell: orbitals", N_ORB, " electrons", N_EL)
print("m of orbitals 1 to 5:", [L_SHELL - p for p in range(N_ORB)])
print("doublet tableaux:", tableau_count[3, 1], " quartet tableaux:", tableau_count[3, 3])
print("microstates recovered from the terms:", microstates)
print("Fock states used in generator test:", len(labels))
print(f"largest deviation, rule against definition: {worst:.1e}")
print("d^3 elementary elements before phase choice: nonzero", nonzero, " negative", negative)
print("ladder factors sqrt(k(5-k)), k=1..4:", " ".join(f"{x:.6f}" for x in ladder))
for b in (0, 1, 2):
    print(f"b={b}: sqrt((b+2)/(b+1))={sqrt((b+2)/(b+1)):.6f}"
          f"  sqrt(b/(b+1))={sqrt(b/(b+1)):.6f}")

# Null spaces of L+ in each block of fixed M_L.
print("2S  M_L  block dimension  null vectors of L+")
blocks = {}
for two_s in (1, 3):
    basis = tableaux(N_ORB, N_EL, two_s)
    raising, lz = angular_matrices(L_SHELL, basis)
    for m_l in range(int(lz.max()), -1, -1):
        here, above = np.flatnonzero(lz == m_l), np.flatnonzero(lz == m_l + 1)
        block = raising[np.ix_(above, here)]
        rank = np.linalg.matrix_rank(block, tol=1e-9) if len(above) else 0
        assert rank == len(above)
        nulls = len(here) - int(rank)
        assert nulls == d3_terms.get((two_s, m_l), 0)
        blocks[two_s, m_l] = ([basis[i] for i in here], [basis[i] for i in above], block)
        print(f"{two_s}   {m_l}    {len(here)}                {nulls}")

# Explicit highest states of doublet G and F, checked in Fock space.
fock_plus = sum(ladder[p] * fock_generator(p, p + 1) for p in range(N_ORB - 1))
fock_z = sum((L_SHELL - p) * fock_generator(p, p) for p in range(N_ORB))
fock_l2 = fock_plus.T @ fock_plus + fock_z @ fock_z + fock_z
hand = {4: np.array([2, -sqrt(6)]) / sqrt(10), 3: np.array([2, -sqrt(3), 1]) / sqrt(8)}
for m_l in (4, 3):
    here, above, block = blocks[1, m_l]
    print(f"L+ (hbar), doublets, M_L={m_l} to {m_l + 1}; columns:", *map(text, here))
    for steps, row in zip(above, block):
        print("  row", text(steps), " ".join(f"{x:9.6f}" for x in row))
    vector = null_space(block)[:, 0]
    vector = vector * np.sign(vector[0])
    assert np.allclose(vector, hand[m_l], atol=1e-10)
    columns = [position[steps, 1] for steps in here]
    state = coupled[:, columns] @ (eta[columns] * vector)
    assert np.allclose(fock_l2 @ state, m_l * (m_l + 1) * state, atol=1e-9)
    assert np.allclose(fock_plus @ state, 0, atol=1e-9)
    print(f"  highest state of 2{LETTERS[m_l]}:", " ".join(f"{x:9.6f}" for x in vector))
    print("  weights:", " ".join(f"{x * x:.6f}" for x in vector))

print("terms of d^3: term, L^2 in hbar^2, number of times, states")
for (two_s, big_l), times in sorted(d3_terms.items(), reverse=True):
    print(f"  {two_s + 1}{LETTERS[big_l]}  {big_l * (big_l + 1):2d}  {times}  "
          f"{times * (two_s + 1) * (2 * big_l + 1)}")
top_l = max(big_l for two_s, big_l in d3_terms)
length = sqrt(top_l * (top_l + 1))
print(f"|L| of 2{LETTERS[top_l]}: {length:.6f} hbar = {length * hbar:.6e} J s")
print("done: every assertion held")
```

It prints:

```
d^3 shell: orbitals 5  electrons 3
m of orbitals 1 to 5: [2, 1, 0, -1, -2]
doublet tableaux: 40  quartet tableaux: 10
microstates recovered from the terms: 120
Fock states used in generator test: 1024
largest deviation, rule against definition: 4.4e-16
d^3 elementary elements before phase choice: nonzero 88  negative 28
ladder factors sqrt(k(5-k)), k=1..4: 2.000000 2.449490 2.449490 2.000000
b=0: sqrt((b+2)/(b+1))=1.414214  sqrt(b/(b+1))=0.000000
b=1: sqrt((b+2)/(b+1))=1.224745  sqrt(b/(b+1))=0.707107
b=2: sqrt((b+2)/(b+1))=1.154701  sqrt(b/(b+1))=0.816497
2S  M_L  block dimension  null vectors of L+
1   5    1                1
1   4    2                1
1   3    3                1
1   2    5                2
1   1    6                1
1   0    6                0
3   3    1                1
3   2    1                0
3   1    2                1
3   0    2                0
L+ (hbar), doublets, M_L=4 to 5; columns: 30100 13000
  row 31000  2.449490  2.000000
  highest state of 2G:  0.632456 -0.774597
  weights: 0.400000 0.600000
L+ (hbar), doublets, M_L=3 to 4; columns: 30010 12100 11200
  row 30100  2.449490  2.828427  0.000000
  row 13000  0.000000  1.732051  3.000000
  highest state of 2F:  0.707107 -0.612372  0.353553
  weights: 0.500000 0.375000 0.125000
terms of d^3: term, L^2 in hbar^2, number of times, states
  4F  12  1  28
  4P   2  1  12
  2H  30  1  22
  2G  20  1  18
  2F  12  1  14
  2D   6  2  20
  2P   2  1  6
|L| of 2H: 5.477226 hbar = 5.776128e-34 J s
done: every assertion held
```
